# Mixed potential and electroless plating rate from two Tafel laws, part 2

A metal plates without a power supply when a reductant gives it \(n_a\) electrons per reaction and each metal ion takes \(z\). How do the potential and rate depend on the two reactions?

The potential \(E\) is on one scale, with \(e=1\) and energies in eV. Current densities, in electrons per Å\(^2\) per second, are positive for oxidation (\(j_a\)) and deposition (\(j_c\)). With capacitance \(C\) per area, the charge balance is

\[
C\frac{dE}{dt}=j_c-j_a .
\]

At the mixed potential \(E_m\), \(j_a=j_c\equiv j_m\). The reductant and metal couples have equilibrium potentials \(E_a,E_c\), exchange current densities \(j_{a0},j_{c0}\) and transfer coefficients \(\alpha_a,\alpha_c\). Plating requires \(\Delta\equiv E_c-E_a>0\). The full laws are

\[
j_a=j_{a0}\left[e^{\alpha_a(E-E_a)/kT}-e^{-(n_a-\alpha_a)(E-E_a)/kT}\right],
\]
\[
j_c=j_{c0}\left[e^{-\alpha_c(E-E_c)/kT}-e^{(z-\alpha_c)(E-E_c)/kT}\right].
\]

Here \(k\) is the Boltzmann constant and \(T\) the temperature. Without the reverse (second) terms they become the Tafel laws, with \(b_a=kT/\alpha_a\) and \(b_c=kT/\alpha_c\). Let \(w_a=b_a/(b_a+b_c)\), \(w_c=1-w_a\) and \(B=b_ab_c/(b_a+b_c)\). Then

\[
E_m=w_cE_a+w_aE_c+B\ln\frac{j_{c0}}{j_{a0}},
\]
\[
\ln j_m=w_a\ln j_{a0}+w_c\ln j_{c0}+\frac{\Delta}{b_a+b_c}.
\]

With volume \(\Omega\) per atom, the film grows at \(v=\Omega j_m/z\). Small potential offsets decay in a time \(\tau=CB/j_m\).

The model assumes that neither reactant alters the other's kinetics, that area and potential are shared, that supply is sufficient and that no third reaction occurs.

Differentiating with the other parameters fixed gave

\[
\frac{\partial E_m}{\partial\ln j_{c0}}=B,\qquad
\frac{\partial\ln j_m}{\partial\ln j_{c0}}=w_c .
\]

The example has \(T=330\) K, \(kT=0.028437\) eV, \(E_a=-0.60\) eV, \(E_c=0\), \(n_a=z=2\), \(\alpha_a=0.5\), \(\alpha_c=0.8\), \(j_{a0}=10^{-3}\), \(j_{c0}=10^{-2}\), \(\Omega=12\) Å\(^3\) and \(C=0.01\) electrons per eV per Å\(^2\). Thus \(b_a=0.05687\) eV, \(b_c=0.03555\) eV, \(w_a=0.61538\), \(w_c=0.38462\), \(B=0.021875\) eV, \(E_m=-0.1804\) eV, \(j_m=1.600\) and \(v=9.60\) Å/s. Raising \(j_{c0}\) tenfold raised \(E_m\) by 0.0504 eV and \(v\) to 23.3 Å/s.

Q: And if I improve the reductant's reaction instead?

A: The same differentiation gives

\[
\frac{\partial E_m}{\partial\ln j_{a0}}=-B,\qquad
\frac{\partial\ln j_m}{\partial\ln j_{a0}}=w_a .
\]

The potential now falls by 0.0504 eV, to \(-0.2308\) eV, and the rate grows by \(10^{0.61538}=4.12\), to 39.6 Å/s. The two changes can be told apart: both raise the rate, but they move the potential in opposite directions.

Q: The anodic exchange current is the smaller one in your example. Is that why it has more control?

A: No. The values of the exchange currents do not enter \(w_a\) and \(w_c\). The anodic reaction has more control here because \(b_a>b_c\), so it responds less to potential. When its exchange current is too low, a large shift of potential is needed to make up for it. The cathodic reaction makes up for a deficit with a smaller shift. This holds as long as both Tafel laws hold; near the edge of their range the control changes, as we shall have to examine.

Q: What if both exchange currents grow together, say because the surface is rougher?

A: If both are multiplied by the same factor \(s\), their ratio is unchanged, so \(E_m\) is unchanged. The current is multiplied by \(s^{w_a}s^{w_c}=s\). The example confirms it: with both ten times larger, the potential stays at \(-0.1804\) eV and the rate becomes 96.0 Å/s. If the factor comes from roughness, this is the volume deposited per projected area. The thickness normal to the surface still grows at 9.60 Å/s, and the factor shrinks once the film fills the valleys. A measured mixed potential therefore does not tell the rate by itself. It fixes the ratio of exchange currents, if the other parameters are known, and leaves their common scale open.

Q: Then measure the rate as well. Can I recover both exchange currents?

A: Yes, within this model and with \(E_a\), \(E_c\), \(b_a\) and \(b_c\) known. Solve each Tafel law for its prefactor at the measured point:

\[
j_{a0}=j_me^{-(E_m-E_a)/b_a},\qquad
j_{c0}=j_me^{-(E_c-E_m)/b_c}.
\]

But this uses two data to find two unknowns, so it cannot check that the reactions are independent. A better check varies one reaction. If only \(j_{c0}\) changes, the mixed point moves with

\[
\frac{d\ln j_m}{dE_m}=\frac{w_c}{B}=\frac1{b_a}.
\]

The points then trace the Tafel line of the reductant, which did not change. If they do not follow the line measured without metal ions, one of the assumptions is wrong. The check is one-sided: it tests only the anodic law. The points stay on the line even if the reductant alters the metal's kinetics or the supply of metal ions limits deposition.

Q: You postponed the reverse reactions. When may they be dropped?

A: First find how far each reaction is from its own equilibrium. Subtract \(E_a\) from \(E_m\) and use \(w_c-1=-w_a\):

\[
\eta_a\equiv E_m-E_a=w_a(E_c-E_a)+B\ln\frac{j_{c0}}{j_{a0}} .
\]

Since \(B=w_ab_c\), this is

\[
\eta_a=w_a\left[\Delta+b_c\ln\frac{j_{c0}}{j_{a0}}\right].
\]

The other distance is \(\eta_c\equiv E_c-E_m=\Delta-\eta_a\). With \(1-w_a=w_c\) and \(B=w_cb_a\),

\[
\eta_c=w_c\left[\Delta-b_a\ln\frac{j_{c0}}{j_{a0}}\right].
\]

The full laws place \(E_m\) between \(E_a\) and \(E_c\), so a Tafel answer with a negative \(\eta_a\) or \(\eta_c\) must be wrong. Both are positive when

\[
-\frac{\Delta}{b_c}<\ln\frac{j_{c0}}{j_{a0}}<\frac{\Delta}{b_a}.
\]

For the example the window runs from \(-16.88\) to \(10.55\), and the actual value is 2.30.

Q: Positive is not the same as large. How close to the edge may I go?

A: The ratio of reverse to forward rate follows from the full laws:

\[
\varepsilon_a=e^{-n_a\eta_a/kT},\qquad
\varepsilon_c=e^{-z\eta_c/kT}.
\]

The net currents are the Tafel currents times \(1-\varepsilon_a\) and \(1-\varepsilon_c\). So the reverse reactions act as if \(j_{a0}\) were replaced by \(j_{a0}(1-\varepsilon_a)\) and \(j_{c0}\) by \(j_{c0}(1-\varepsilon_c)\). The \(\varepsilon\) values depend on the potential, but the potential shifts only by an amount of first order in them. Evaluating them at the Tafel \(E_m\) therefore makes an error of second order. With \(\ln(1-\varepsilon)\approx-\varepsilon\),

\[
\delta E_m\approx B(\varepsilon_a-\varepsilon_c),\qquad
\delta\ln j_m\approx-(w_a\varepsilon_a+w_c\varepsilon_c).
\]

Both reverse reactions lower the rate, while they pull the potential in opposite directions. In the example \(\varepsilon_c=3.1\times10^{-6}\), and \(\varepsilon_a\) is far smaller. The relative loss of rate is \(0.385\times3.1\times10^{-6}\), about one part in a million.

To express this as a distance from the edge, write \(L=\ln(j_{c0}/j_{a0})\). Since \(w_cb_a=B\), we have \(\eta_c=B(\Delta/b_a-L)\), and

\[
\varepsilon_c=\exp\left[-\frac{zB}{kT}\left(\frac{\Delta}{b_a}-L\right)\right].
\]

Here \(zB/kT=2\times0.021875/0.028437=1.54\). For \(\varepsilon_c\) below one percent, \(L\) must lie at least \(\ln(100)/1.54=3.0\) below the upper edge. The lower edge works the same way, with \(n_a\) in place of \(z\).

Q: Show me a case in which the correction can be seen.

A: Raise \(j_{c0}\) to 1 electron per Å\(^2\) per second and keep the rest. The Tafel result is \(E_m=-0.07966\) eV and \(j_m=9.404\). Now

\[
\varepsilon_c=e^{-2(0.07966)/0.028437}=0.0037 .
\]

The formulas predict a potential shift of \(-0.021875\times0.0037=-0.00008\) eV and a relative rate change of \(-0.38462\times0.0037=-0.0014\). The full laws give \(-0.07974\) eV and 9.391, in agreement with both predictions.

Q: Go further, then. Your power law says that the rate can be raised without limit by raising \(j_{c0}\).

A: The power law has left its range there. For \(j_{c0}=100\) it gives \(E_m=+0.0211\) eV, above \(E_c=0\), which the full laws forbid. It also gives \(j_m=55.3\), while the full laws give 34.9.

The correct limit can be found directly. The cathodic current is \(j_{c0}\) times a bracket that vanishes at \(E_c\). The anodic current at the mixed potential stays below its finite value at \(E_c\). As \(j_{c0}\) grows, the bracket must therefore go to zero, and so \(E_m\rightarrow E_c\). The metal couple is then almost in equilibrium, with fast exchange in both directions and a small net deposition. The rate is what the reductant can supply at that potential:

\[
j_m\rightarrow j_{a0}\left[e^{\alpha_a\Delta/kT}
-e^{-(n_a-\alpha_a)\Delta/kT}\right]
\approx j_{a0}e^{\Delta/b_a}.
\]

The last step drops a relative term \(e^{-n_a\Delta/kT}\), which is negligible when \(n_a\Delta\gg kT\). In the example the limit is \(10^{-3}e^{10.550}=38.2\) electrons per Å\(^2\) per second. At \(j_{c0}=10^4\) the full laws give 38.1, while the Tafel formula gives 325.

Q: So in that limit the statement that the rate depends on both exchange currents is false.

A: It is. The rate is then proportional to \(j_{a0}\) and independent of \(j_{c0}\), and the mixed potential depends on neither. The shared control, with exponents \(w_a\) and \(w_c\), belongs to the inner part of the window, away from its edges, where both reverse reactions are weak.

The opposite limit is found in the same way. If \(j_{a0}\) is very large, the anodic bracket must vanish, so \(E_m\rightarrow E_a\) and

\[
j_m\rightarrow j_{c0}e^{\Delta/b_c},
\]

with a relative term \(e^{-z\Delta/kT}\) dropped. For the original \(j_{c0}\) this is \(2.1\times10^5\) electrons per Å\(^2\) per second. That number assumes unlimited supply from the solution. A real bath delivers ions at a finite rate, and a kinetic current above that rate cannot be sustained. The limit is not remote. One electron per Å\(^2\) per second is 1.6 mA/cm\(^2\). Take a concentration of 0.1 mol/L, a diffusion coefficient of \(10^{-5}\) cm\(^2\)/s and a diffusion layer of 100 micrometres. The limit is \(z\) times concentration times diffusion coefficient divided by layer thickness, about 12 in these units. The currents 34.9 and 38.2, and the 16 behind 96.0 Å/s, already exceed it.

Q: What does this say about a surface on which the reductant hardly reacts at all?

A: Suppose first that some deposited metal is present, and that \(j_{a0}\) is very small while \(j_{c0}\) is not. Then \(\ln(j_{c0}/j_{a0})\) is large and the system passes the upper edge of the window. The potential sits near \(E_c\), and the rate falls in proportion to \(j_{a0}\). A surface that carries no deposit yet is outside these rate laws, because it has no metal that could dissolve. The charge balance still holds there: on an isolated piece, deposition cannot go on without oxidation to supply the electrons. If \(j_{a0}\) is zero, there is no steady plating, however favourable \(\Delta\) may be. This also shows that \(\Delta>0\) is necessary for plating but says little about its speed.

Q: In practice I do not turn a knob marked \(j_{c0}\). I add metal salt. Does the exponent \(w_c\) apply to that?

A: It does as long as both Tafel laws hold, but not for the reason that first suggests itself. Adding salt changes \(j_{c0}\) and also \(E_c\), and both have to be followed.

Let \(c\) be the metal-ion concentration divided by its original value. Assume that the forward deposition rate at fixed potential is proportional to \(c\), that dissolution of the metal is unaffected, and that the anodic reaction does not notice the change. With \(x=(E-E_c)/kT\), where \(E_c\) is the original value, the cathodic law becomes

\[
j_c=j_{c0}\left[c\,e^{-\alpha_cx}-e^{(z-\alpha_c)x}\right].
\]

At the new equilibrium the two terms are equal. Dividing by \(e^{-\alpha_cx}\) gives \(c=e^{zx}\), or \(x=(\ln c)/z\). The equilibrium potential has moved by

\[
\delta E_c=\frac{kT}{z}\ln c ,
\]

which is the Nernst shift. The new exchange current is either term at that point. The first gives

\[
j_{c0}'=j_{c0}\,c\,e^{-(\alpha_c/z)\ln c}=j_{c0}\,c^{\,1-\alpha_c/z}.
\]

Now put both changes into the formula for \(\ln j_m\):

\[
\delta\ln j_m=w_c\left(1-\frac{\alpha_c}{z}\right)\ln c
+\frac{kT}{z(b_a+b_c)}\ln c .
\]

Because \(kT=\alpha_cb_c\), the last term equals \(w_c(\alpha_c/z)\ln c\). It cancels the negative part of the first term, and

\[
\delta\ln j_m=w_c\ln c,\qquad j_m\propto c^{\,w_c}.
\]

The potential follows in the same manner:

\[
\delta E_m=w_a\frac{kT}{z}\ln c+B\left(1-\frac{\alpha_c}{z}\right)\ln c .
\]

Here \(B\alpha_c=w_ab_c\alpha_c=w_akT\), so the terms with \(1/z\) cancel and \(\delta E_m=B\ln c\).

Q: Put in a doubling of the concentration.

A: The equilibrium potential \(E_c\) rises by \((0.028437/2)\ln2=0.0099\) eV. The exchange current grows by \(2^{1-0.8/2}=1.516\), which is less than two. Together they raise the plating rate by \(2^{0.38462}=1.306\) and the mixed potential from \(-0.1804\) to \(-0.1652\) eV. The full laws give the same values to the digits quoted.

If you had changed the exchange current and forgotten the shift of \(E_c\), you would have found a rate factor of \(1.516^{0.38462}=1.17\). So a dependence on exchange current has a definite meaning only when one says what is held fixed.

Q: Suppose a real bath disagrees with your exponent. Which assumption should I suspect?

A: The exponent alone cannot decide, but the assumptions leave different signs. Suppose the metal ions change the reductant's kinetics through \(j_{a0}\) alone. Then \(j_{a0}\) depends on \(c\), and its contribution \(w_a\,\delta\ln j_{a0}\) must be added to \(\delta\ln j_m\). The measured points then leave the reductant's own Tafel line.

If some electrons go to another reaction, such as hydrogen evolution with current density \(j_H\), the balance becomes \(j_a=j_c+j_H\). The film still grows at \(\Omega j_c/z\), but \(j_c\) is now smaller than the oxidation current. Points drawn from the plating rate then fall below the reductant's Tafel line, while points drawn from its oxidation current stay on it. Comparing the reductant consumed with the metal deposited reveals the difference.

If supply from the solution limits either reaction, its current ceases to follow a Tafel law, and stirring changes the rate. When it is the reductant that runs short, the points leave its Tafel line as in the first case, but the effect of stirring can help to tell the two apart. The charge balance survives in all three cases. What changes is what is put into it: a different rate law in the first and third cases, and one more current in the second.

## Computed results

```
Units: potentials eV (e*E); j electrons/A^2/s; v A/s
temperature 330 K, kT = 0.028437 eV
E_a = -0.60 eV, E_c = 0.00 eV
alpha_a = 0.5, alpha_c = 0.8, electrons = 2
j_a0 = 1.0e-03, j_c0 = 1.0e-02 electrons/A^2/s
atom volume = 12.0 A^3
capacitance = 0.01 electrons/eV/A^2
b_a = 0.056874 eV, b_c = 0.035546 eV
w_a = 0.61538, w_c = 0.38462, B = 0.021875 eV
ln(j_c0/j_a0) = 2.30259
(E_c-E_a)/(b_a+b_c) = 6.49204
mixed potential E_m = -0.18040 eV (full laws -0.18040)
current j_m = 1.59982 electrons/A^2/s (full laws 1.59982)
plating rate v = 9.5989 A/s = 3.4556 micrometre/h
overpotentials: anodic 0.41960 eV, cathodic 0.18040 eV
reverse fractions: anodic 1.53e-13, cathodic 3.09e-06
relaxation time tau = 1.367e-04 s
offset left after tau: 0.3680 (1/e = 0.3679)
numerical dE_m/dln j_a0 = -0.021875, dln j_c0: 0.021875 eV
numerical dln j_m/dln j_a0 = 0.61539, dln j_c0: 0.38461
Tenfold changes (full laws): E_m in eV, v in A/s, v/v_base
  base       -0.18040    9.5989   1.0000
  j_a0 x10   -0.23077   39.5920   4.1246
  j_c0 x10   -0.13003   23.2713   2.4244
  both x10   -0.18040   95.9892  10.0000
Tafel window for ln(j_c0/j_a0): -16.879 to 10.550
Scan of j_c0: E_m Tafel, E_m full (eV); j_m Tafel, j_m full
    1e-02  -0.18040  -0.18040     1.5998     1.5998
    1e+00  -0.07966  -0.07974     9.4038     9.3905
    1e+02   0.02107  -0.00511    55.2756    34.8795
    1e+04   0.12181  -0.00005   324.9107    38.1243
limit of j_m for large j_c0 = 38.1607 electrons/A^2/s
limit of j_m for large j_a0 = 2.1409e+05 electrons/A^2/s
Metal-ion concentration doubled:
  E_c shift = 0.00986 eV, j_c0 factor = 1.51572
  E_m = -0.16524 eV, rate factor = 1.30551
  2**w_c = 1.30551
```
